# Why velocity overshoot needs slow energy relaxation and energy-dependent scattering

When a strong electric field is switched on in a semiconductor, the mean electron velocity can rise well above its new steady value and then fall back. Momentum relaxes quickly, so the electrons first approach the velocity that belongs to the field and to the scattering rate of cold electrons. Energy relaxes slowly; as the electrons heat, they scatter more often and the velocity drops. In a parabolic band, the case treated here, two conditions enter: energy must relax more slowly than momentum, or at least not much faster, and the momentum relaxation rate must rise with energy. If that rate is constant there is no overshoot in such a band, however slow the energy is. When the two relaxation times are widely separated, the duration of the transient is proportional to the energy relaxation time, with a factor that depends on how strongly the electrons heat and on how steeply the scattering rate rises with energy.

## The balance equations

Consider a spatially uniform electron gas in one parabolic band of mass \(m\). At \(t=0\) a constant force \(F>0\) along \(x\) is switched on; carriers are counted as positive, so velocity and force have the same sign. Let every collision be isotropic, with total rate \(\Gamma(\varepsilon)\) at electron energy \(\varepsilon\).

Between collisions \(v_x\) grows at the rate \(F/m\). A collision removes the velocity \(v_x\) and replaces it by one that averages to zero. The mean velocity \(v=\langle v_x\rangle\) therefore obeys
\[
\frac{dv}{dt}=\frac Fm-\langle\Gamma v_x\rangle=\frac Fm-\nu v,\qquad \nu=\frac{\langle\Gamma v_x\rangle}{\langle v_x\rangle}.
\]
The mean energy \(w\), which includes the drift energy, gains the power \(Fv\) and loses a power \(P\) to the lattice. With \(w_0\) the thermal value and \(\tau_e\) defined by \(P=(w-w_0)/\tau_e\),
\[
\frac{dw}{dt}=Fv-\frac{w-w_0}{\tau_e}.
\]
So far \(\nu\) and \(\tau_e\) are definitions. The approximation is to treat them as functions of \(w\) alone. I write \(\tau_m=1/\nu\) and, until the numerical example, take \(\tau_e\) constant.

The steady state, marked by \(s\), satisfies
\[
v_s=\frac{F}{m\nu_s},\qquad w_s-w_0=Fv_s\tau_e .
\]

If \(\Gamma\) does not depend on energy, then \(\langle\Gamma v_x\rangle=\Gamma v\) whatever the distribution, and with \(v(0)=0\)
\[
v(t)=\frac{F}{m\Gamma}\left(1-e^{-\Gamma t}\right).
\]
This is monotone. The energy may go on rising long afterwards, but the velocity does not respond to it.

## Why the velocity must overshoot

Now let \(d\nu/dw>0\) and \(\nu_s\tau_e>1\). Measure the distances from the steady state by \(u=v_s-v\) and \(y=w_s-w\). Inserting \(F/m=\nu_sv_s\) in the first balance equation and \(Fv_s=(w_s-w_0)/\tau_e\) in the second gives
\[
\frac{du}{dt}=-\nu u-(\nu_s-\nu)v_s,\qquad \frac{dy}{dt}=Fu-\frac{y}{\tau_e}.
\]
Suppose there were no overshoot, so that \(u>0\) at all times. The second equation then gives
\[
\frac{d}{dt}\left(y\,e^{t/\tau_e}\right)=Fu\,e^{t/\tau_e}>0,\qquad\text{so}\qquad y\ge (w_s-w_0)\,e^{-t/\tau_e}.
\]
The energy stays below \(w_s\), hence \(\nu<\nu_s\). It also stays above \(w_0\), because \(v\ge0\). The first equation then gives \(du/dt\le-\nu(w_0)u\), so \(u\to0\); the second gives \(y\to0\), and so \(\nu\to\nu_s\).

With the integrating factor \(I(t)=\exp\int_0^t\nu\,dt'\),
\[
\frac{d(uI)}{dt}=-I\,(\nu_s-\nu)\,v_s .
\]
Let \(c>0\) be the smallest slope of \(\nu(w)\) between \(w_0\) and \(w_s\). Then \(\nu_s-\nu\ge cy\), and the right side is at most \(-cv_s(w_s-w_0)\,I e^{-t/\tau_e}\). Since \(\nu\) tends to \(\nu_s>1/\tau_e\), the product \(Ie^{-t/\tau_e}\) grows without limit. Thus \(uI\) must become negative, which contradicts \(u>0\). At the crossing \(y\) is still positive and \(du/dt=-(\nu_s-\nu)v_s<0\), so \(v\) passes through \(v_s\).

The same equations show what happens if \(\nu\) falls with energy. To reach \(v_s\) from below, \(u\) would have to decrease to zero while \(y>0\). But there \(\nu>\nu_s\), and \(du/dt=(\nu-\nu_s)v_s\) is positive. The velocity then stays below \(v_s\), and it approaches \(v_s\) from below if this is the only steady state at the given force.

## A model that can be solved

Take \(\nu\propto\sqrt w\), and measure time in \(1/\nu_s\), velocity in \(v_s\) and energy in \(w_0\). With \(W=w_s/w_0\) and \(r=\nu_s\tau_e=\tau_e/\tau_m(w_s)\),
\[
\frac{dv}{dt}=1-\sqrt{\frac wW}\,v,\qquad \frac{dw}{dt}=\frac{(W-1)v-(w-1)}{r}.
\]
I choose \(W=4\), so the steady scattering rate is twice the cold one.

**Height.** At a maximum \(dv/dt=0\), so \(v=\sqrt{W/w}\). As \(w\ge1\), the peak cannot exceed \(\sqrt W=2\), which in general notation is \(\nu_s/\nu(w_0)\). This value is approached when little heating occurs during the rise. Numerical integration gives 1.20 for \(r=3\), 1.41 for \(r=10\), 1.66 for \(r=40\) and 1.95 for \(r=1000\). The separation of times must be large before the cold-electron value is a good estimate.

For weak fields \(w_s-w_0\) is proportional to \(F^2\), and the bound on the relative excess, \(\nu_s/\nu(w_0)-1\), vanishes in the same way. Overshoot is a nonlinear effect of the field.

**Duration.** For \(r\gg1\) the velocity, after its rise, follows the energy: \(v=\sqrt{W/w}=2/q\) with \(q=\sqrt w\). The energy equation becomes
\[
r\frac{dw}{dt}=\frac6q-q^2+1=\frac{6+q-q^3}{q}.
\]
With \(dw=2q\,dq\) and \(6+q-q^3=(2-q)(q^2+2q+3)\), the time in units of \(\tau_e\) is
\[
\frac{t}{\tau_e}=\int_1^q\frac{2x^2\,dx}{(2-x)(x^2+2x+3)} .
\]
Partial fractions turn the integrand into
\[
\frac{1}{11}\left[\frac{8}{2-x}-\frac{7(2x+2)}{x^2+2x+3}+\frac{2}{(x+1)^2+2}\right],
\]
and integration gives
\[
\frac{t}{\tau_e}=-\frac{8}{11}\ln(2-q)-\frac{7}{11}\ln\frac{q^2+2q+3}{6}+\frac{\sqrt2}{11}\left[\arctan\frac{q+1}{\sqrt2}-\arctan\sqrt2\right].
\]
The excess velocity \(v-1\) starts at 1. It has fallen to \(1/e\) after \(0.275\,\tau_e\) and to 10% after \(0.938\,\tau_e\). Full integration at \(r=1000\) gives 0.278 and 0.940. For \(W=4\), "about one energy relaxation time" is thus fair for the near disappearance of the excess, and too long for its \(1/e\) time. The factor depends on the heating: the corresponding integral for other \(W\) puts the fall to 10% at \(1.42\,\tau_e\) for \(W=2\) and at \(0.55\,\tau_e\) for \(W=10\).

The first part is fast for two reasons. The velocity \(\sqrt{W/w}\) falls most steeply with energy when the electrons are cold: its slope is \(-1\) at \(w=1\), while the average slope between \(w=1\) and \(w=4\) is \(-1/3\). Cold electrons also drift faster and so absorb more power. At the cold-electron velocity the heating rate is
\[
\frac{F^2}{m\nu(w_0)}=\frac{\nu_s}{\nu(w_0)}\,\frac{w_s-w_0}{\tau_e},
\]
here twice \((w_s-w_0)/\tau_e\). At the end, \(q\to2\), the first logarithm dominates and \(2-q\propto e^{-11t/(8\tau_e)}\): the tail decays at \(1.375/\tau_e\).

## When the two times are comparable

Small deviations give the tail rate, and also a sufficient condition for overshoot that extends below \(r=1\). Near the steady state \(\nu_s-\nu\approx\nu_s'y\), where the prime is \(d/dw\). For \(u\) and \(y\) proportional to \(e^{-\lambda t}\),
\[
(\lambda-\nu_s)u=\nu_s'v_sy,\qquad \left(\lambda-\frac1{\tau_e}\right)y=-Fu .
\]
Multiply the two equations, cancel \(uy\), and use \(Fv_s=(w_s-w_0)/\tau_e\). With \(s=(w_s-w_0)\nu_s'/\nu_s\) this gives
\[
\lambda^2-\left(\nu_s+\frac1{\tau_e}\right)\lambda+(1+s)\frac{\nu_s}{\tau_e}=0 .
\]
For \(r\gg1\) the small root is the product of the roots divided by their sum, \(\lambda\approx(1+s)/\tau_e\). In the model \(\nu'/\nu=1/(2w)\), so \(s=3/8\), in agreement with 1.375. The feedback through scattering makes the tail faster than energy relaxation alone.

The roots are complex if \((1+r)^2<4(1+s)r\), that is
\[
(1-r)^2<4sr .
\]
The approach is then a damped oscillation, and \(v\) exceeds \(v_s\) at some time. For \(s=3/8\) this begins at \(r=0.314\). Energy relaxation need not be strictly slower than momentum relaxation, but the effect is then small: the excess is 4.8% at \(r=1\) and 0.02% at \(r=0.4\). Real roots do not by themselves exclude overshoot, since they occur at large \(r\) too, but at \(r=0.25\) and \(r=0.05\) the integration shows none.

At the heating chosen here, the smallest of these ratios are a property of the equations only. Because \(F=m\nu_sv_s\), the drift energy \(mv_s^2/2\) equals \((w_s-w_0)/(2r)\), and it cannot exceed the total mean energy \(w_s\). For \(W=4\) this demands \(r\ge3/8\), so electrons in a parabolic band do not reach the borderline of this example. The case \(r=0.4\) passes this bound only narrowly: its drift energy is \(3.75\,w_0\) out of \(4\,w_0\), and for any \(r<1/2\) the random part of the steady energy would lie below the thermal value.

In the formal limit \(r\to0\) at fixed \(W\), the energy follows the velocity, \(w=1+(W-1)v\) in the units of the model. What remains is one first-order equation for \(v\) whose right side depends on \(v\) alone. Its solution cannot cross its own steady value, and the rise is monotone.

## A kinetic example

The closure can be checked against a Monte Carlo solution of the Boltzmann equation. The parameters are round numbers and describe no particular material: \(m=0.3\,m_e\), 300 K, and a field step from 0 to 10 kV/cm, which means \(F=1\) meV/nm. The elastic rate is \(6\,\mathrm{ps}^{-1}\sqrt{\varepsilon/kT}\). Optical phonons of energy \(\hbar\omega=50\) meV and thermal occupation \(N\) are emitted at the rate \(0.5\,\mathrm{ps}^{-1}(N+1)\sqrt{\varepsilon/\hbar\omega-1}\), if \(\varepsilon>\hbar\omega\), and absorbed at \(0.5\,\mathrm{ps}^{-1}N\sqrt{\varepsilon/\hbar\omega+1}\).

For the thermal distribution carrying a weak, settled current \(\nu=8.24\,\mathrm{ps}^{-1}\), so \(\tau_m=0.121\) ps. At 10 kV/cm the steady state is represented by the average from 9 to 15 ps: a velocity of 32 nm/ps and a mean energy of 174 meV, against 39 meV in equilibrium. The energy is 164 meV at 8 ps and still rises somewhat during the averaging, so these values are good only to several percent, and the time found from them to about 10%. The power input is 32 meV/ps, hence
\[
\tau_e\approx\frac{174-39}{32}\ \mathrm{ps}\approx4.2\ \mathrm{ps}.
\]
The momentum relaxation rate has risen to \(18.35\,\mathrm{ps}^{-1}\), or \(\tau_m=0.0545\) ps. The two times differ by a factor of nearly 80.

Steady runs at several fields supply \(\nu(w)\) and the power loss as functions of \(w\), and the balance equations then predict the transient. The final velocity agrees by construction; the path to it is a real test. The predicted peak is 58.0 nm/ps, at 0.31 ps; the Monte Carlo peak is 57.8 nm/ps, or \(5.8\times10^6\) cm/s, which is 1.81 times the averaged steady value of \(3.2\times10^6\) cm/s. The velocity is still falling during the averaging, so this ratio is a few percent low. The bound from cold electrons is \(18.35/8.24=2.23\). It is not reached because the electrons heat before the rise is complete: the mean energy is already about 51 meV at 0.3 ps, and at the peak \(\nu=F/(mv)\approx10\,\mathrm{ps}^{-1}\).

Counted from the field step, the excess has fallen to \(1/e\) of its peak after 1.58 ps in the Monte Carlo solution and 1.68 ps in the balance equations, about \(0.4\,\tau_e\). The balance equations put the fall to 10% at 4.61 ps, or \(1.09\,\tau_e\). This time is sensitive to the steady value it is measured against, and against a fully settled state it would be 10 to 20% longer in picoseconds. As in the solvable model, the early fall is quick, and the whole fall to 10% takes about one \(\tau_e\).

A control run isolates the cause. It keeps the phonon processes but adjusts the elastic rate so that the total is \(12\,\mathrm{ps}^{-1}\) at every energy. The mean energy still rises from 38.8 to 198.5 meV within 6 ps. The velocity follows the monotone law towards 48.9 nm/ps, with a largest deviation of 3.3 nm/ps, or 7% of the steady value, inside the 10% allowed for sampling noise. The electrons heat, and the overshoot of more than 80% is gone.

The example leaves out other valleys, nonparabolic bands, the angular dependence of polar scattering, electron-electron collisions and spatial variation. In GaAs and similar materials transfer to heavier valleys is a main cause of overshoot, and a one-valley model does not describe it. Nonparabolicity can change the conclusion about a constant rate: if the effective mass grows with energy, heating lowers the velocity even when the scattering rate stays the same, and overshoot is possible without a rising rate. The sudden step matters too: if the field changes slowly compared with \(\tau_e\), both time derivatives in the balance equations are negligible, and the velocity follows the steady value of the momentary field. The numerical output below gives the velocities and energies along the transient.

## Numbers as computed

```
DIMENSIONLESS MODEL, nu ~ sqrt(w)
steady energy / thermal energy W = 4.0, s = 0.3750
borderline tau_e/tau_m for overshoot = 0.3139
tau_e/tau_m =    0.05: highest v/v_steady = 1.000000
tau_e/tau_m =    0.25: highest v/v_steady = 1.000000
tau_e/tau_m =    0.40: highest v/v_steady = 1.000230
tau_e/tau_m =    1.00: highest v/v_steady = 1.048124
tau_e/tau_m =    3.00: highest v/v_steady = 1.199358
tau_e/tau_m =   10.00: highest v/v_steady = 1.414894
tau_e/tau_m =   40.00: highest v/v_steady = 1.656781
tau_e/tau_m = 1000.00: highest v/v_steady = 1.952023
limiting peak nu_steady/nu_thermal = 2.0000
excess down to 1/e: t/tau_e = 0.2751 (quadrature), 0.2778 (full)
excess down to 10%: t/tau_e = 0.9378 (quadrature), 0.9397 (full)
tail rate*tau_e at ratio 40: 1.3886 (full), 1.3885 (root), 1.3750 (limit)
PHYSICAL EXAMPLE (round model parameters)
mass = 0.3 m_e, T = 300 K, phonon = 50 meV, field = 10 kV/cm
elastic rate at kT = 6.0 /ps, optical coupling = 0.5 /ps
thermal energy w0 = 38.78 meV, rms thermal speed = 213.2 nm/ps
zero field: nu = 8.235 /ps, tau_m = 0.1214 ps
   3 kV/cm: v = 16.42 nm/ps, w = 57.1 meV, nu = 10.71 /ps, tau_e = 3.73 ps
   5 kV/cm: v = 23.47 nm/ps, w = 80.1 meV, nu = 12.49 /ps, tau_e = 3.52 ps
   7 kV/cm: v = 27.36 nm/ps, w = 111.9 meV, nu = 15.00 /ps, tau_e = 3.82 ps
  10 kV/cm: v = 31.95 nm/ps, w = 173.7 meV, nu = 18.35 /ps, tau_e = 4.22 ps
main field: tau_m = 0.0545 ps, tau_e/tau_m = 77.5
time ps | v Monte Carlo, v balance (nm/ps) | w Monte Carlo, w balance (meV)
 0.1 |  37.67  38.42 |   41.2   41.0
 0.2 |  53.00  54.18 |   45.8   45.8
 0.3 |  57.10  57.92 |   51.1   51.2
 0.5 |  55.69  54.74 |   61.5   61.6
 1.0 |  46.40  47.23 |   81.9   82.1
 2.0 |  38.09  39.83 |  107.9  109.3
 4.0 |  35.12  35.22 |  137.2  139.0
 8.0 |  32.80  32.80 |  163.7  162.3
peak velocity: 57.8 (Monte Carlo), 58.0 (balance) nm/ps
Monte Carlo peak = 5.78e+06 cm/s, steady = 3.19e+06 cm/s
peak/steady: 1.808 (Monte Carlo), 1.814 (balance)
upper limit nu_steady/nu_thermal = 2.228
time of balance peak = 0.31 ps
excess down to 1/e at 1.58 (Monte Carlo), 1.68 (balance) ps
excess down to 10% at 4.61 ps = 1.09 tau_e (balance)
control, constant rate 12 /ps: v steady = 48.86 nm/ps
control: largest deviation from monotone law = 3.25 nm/ps
control: energy rises from 38.8 to 198.5 meV in 6 ps
```
